# Monte Carlo sample size for a rare hot-carrier tail

Near the drain of a silicon transistor under a strong field, a few electrons gain enough energy to surmount the barrier into the silicon dioxide, roughly 3.1 eV high. These few matter for oxide damage, yet a transport simulation spends nearly all its effort on the others. Suppose that a fraction $p=3\times10^{-4}$ of the electrons has energy above the barrier. How many must be simulated before this fraction is known to 10 percent?

Here "10 percent" means one standard error relative to $p$: if the whole simulation were repeated many times, the standard deviation of the estimated fraction would be $0.10\,p$. It is not a bound on the error of a single run. "Direct" means that every electron is drawn from the physical distribution with equal weight, without any device that favours rare events.

## Back of the envelope

Call an electron above the barrier a hit. Hits are rare and independent, so their number $h$ fluctuates by about $\sqrt h$, and the relative fluctuation is $1/\sqrt h$. Ten percent requires

$$\frac{1}{\sqrt h}=0.10\quad\Rightarrow\quad h=100 .$$

One hit costs on average $1/p\approx3333$ electrons. The total is therefore

$$N\approx\frac{100}{3\times10^{-4}}\approx333{,}000 .$$

This uses the square-root rule for rare events without proof. The derivation below supplies it, with its correction and its conditions.

## Controlled derivation

Give electron $j$ the score $I_j=1$ if its energy exceeds the barrier and $I_j=0$ otherwise. Its mean is

$$\langle I_j\rangle=1\cdot p+0\cdot(1-p)=p .$$

Since $0^2=0$ and $1^2=1$, we have $I_j^2=I_j$, and so

$$\mathrm{Var}\,I_j=\langle I_j^2\rangle-\langle I_j\rangle^2=p-p^2=p(1-p).$$

The estimate from $N$ electrons is $\hat p=\frac1N\sum_j I_j$. Its mean is $p$, so it is unbiased. Its variance is

$$\mathrm{Var}\,\hat p=\frac1{N^2}\Big[\sum_j\mathrm{Var}\,I_j+\sum_{j\ne k}\mathrm{Cov}(I_j,I_k)\Big].$$

For independent electrons $\langle I_jI_k\rangle=\langle I_j\rangle\langle I_k\rangle$, so every covariance vanishes. The first sum has $N$ equal terms, which leaves $\mathrm{Var}\,\hat p=p(1-p)/N$. The relative standard error is the square root of this divided by $p$:

$$\varepsilon=\frac1p\sqrt{\frac{p(1-p)}N}=\sqrt{\frac{1-p}{Np}} .$$

Squaring and solving for $N$ gives

$$\boxed{N=\frac{1-p}{p\,\varepsilon^2}=\frac1{p\,\varepsilon^2}-\frac1{\varepsilon^2}}$$

For the numbers of the question,

$$N=\frac{0.9997}{3\times10^{-4}\times0.01}=333{,}233.3 .$$

The smallest sufficient integer is 333,234, or about 330,000 to two figures.

## Comparison of the two estimates

The envelope estimate is the first term, $1/(p\varepsilon^2)=333{,}333$. The second term subtracts $1/\varepsilon^2=100$ electrons, a fraction $p$ of the total, which is negligible here. It matters when the event is common: for $p=1/2$ the formula gives 100 samples, while the rare-event rule gives 200. As $p\to1$ the required number tends to zero, because nearly every electron then gives the same answer.

In the rare-event limit halving $p$ doubles the cost. At any fixed $p$, halving $\varepsilon$ quadruples it: an error of 5 percent needs 1,332,934 samples.

The number of hits follows the binomial distribution. Summed over that distribution, the chance that a single run lands within 10 percent of $p$ is 0.683, and within 20 percent it is 0.954. About one run in three therefore misses by more than 10 percent, although the sample size meets the stated target.

The formula also needs $p$, the quantity being sought. A pilot run can supply a rough value. Ten expected hits, or about 33,000 electrons, fix $p$ to about $1/\sqrt{10}\approx32$ percent, which is enough to plan the main run. A much shorter pilot may show nothing: the chance of no hit in $N$ electrons is $(1-p)^N\approx e^{-Np}$, which is still $e^{-1}\approx37$ percent when $N=1/p$.

## A hot-electron distribution with this tail

To make the event concrete, let the electrons have a Maxwellian distribution at electron temperature $T_e$ in a parabolic band. The density of states is proportional to $\sqrt E$. With $u=E/kT_e$ and $x=\Phi/kT_e$, where $\Phi$ is the barrier, the normalized tail is

$$p=\frac2{\sqrt\pi}\int_x^\infty\sqrt u\,e^{-u}\,du .$$

Integration by parts gives

$$\int_x^\infty\sqrt u\,e^{-u}du=\sqrt x\,e^{-x}+\frac12\int_x^\infty\frac{e^{-u}}{\sqrt u}\,du .$$

In the last integral put $u=s^2$, so that $du/\sqrt u=2\,ds$. That term becomes $\int_{\sqrt x}^\infty e^{-s^2}ds=\frac{\sqrt\pi}2\,\mathrm{erfc}\sqrt x$. Hence

$$p=2\sqrt{\frac x\pi}\,e^{-x}+\mathrm{erfc}\sqrt x .$$

Setting $p=3\times10^{-4}$ gives $x=9.402$. For $\Phi=3.1$ eV this means $kT_e=3.1/9.402=0.330$ eV, or $T_e\approx3830$ K. The two terms are $2.86\times10^{-4}$ and $1.45\times10^{-5}$.

A simulation of 333,234 electrons was repeated 200 times, each electron receiving three independent Gaussian momentum components. The mean fraction was $2.989\times10^{-4}$, and the scatter between runs was 9.56 percent of $p$. For nearly Gaussian counts, a standard deviation found from 200 runs is itself uncertain by about $1/\sqrt{2\times199}\approx5$ percent of its value, so 9.56 agrees with 10. The fraction of runs within 10 percent of $p$ was 0.745, above the expected 0.683. The standard error of that fraction is $\sqrt{0.683\times0.317/200}=0.033$, so the excess is 1.9 standard errors: on the high side, but compatible with chance.

## When the samples are not independent

A simulation often follows one electron and records its energy at regular intervals. Successive records are then related. As a simple model, let the energy be kept from one snapshot to the next with probability $\rho$, and otherwise be drawn afresh. Two scores $k$ snapshots apart are related only if no redrawing has occurred, which has probability $\rho^k$. Their covariance is $p(1-p)\rho^k$. There are $N-k$ pairs at separation $k$, each counted twice in the double sum, so

$$\mathrm{Var}\,\hat p=\frac{p(1-p)}N\Big[1+2\sum_{k=1}^{N-1}\Big(1-\frac kN\Big)\rho^k\Big].$$

For a run much longer than the memory, $k/N$ is negligible wherever $\rho^k$ is appreciable. The geometric sum is then $\rho/(1-\rho)$, and the bracket becomes

$$1+\frac{2\rho}{1-\rho}=\frac{1+\rho}{1-\rho} .$$

Take snapshots every $\Delta t=0.02$ ps and an assumed memory time $\tau=0.05$ ps, so that $\rho=e^{-\Delta t/\tau}=0.670$. The factor is 5.07, and $1.69\times10^6$ snapshots are needed instead of 333,000.

Finer sampling does not remove this cost. When $\Delta t\ll\tau$, $\rho\approx1-\Delta t/\tau$ and the factor tends to $2\tau/\Delta t$. The simulated time $N\Delta t$ then tends to $2\tau(1-p)/(p\varepsilon^2)$, about 33 ns here, however closely the snapshots are spaced. In this model the memory time sets the cost.

## When the score is a fraction

An electron slightly below the barrier may tunnel. It can be given a score $W$ equal to its transmission probability. The earlier argument needs only the mean and variance of one score:

$$\varepsilon^2=\frac{\langle W^2\rangle-\langle W\rangle^2}{N\langle W\rangle^2}
\quad\Rightarrow\quad
N=\frac1{\varepsilon^2}\left(\frac{\langle W^2\rangle}{\langle W\rangle^2}-1\right).$$

For a yes/no score $\langle W^2\rangle=\langle W\rangle=p$, and the boxed result returns.

Let the oxide field be $F=1$ MV/cm, directed so that it draws electrons into the oxide, and take a sharp triangular barrier. An electron at energy $d$ below the top sees a barrier $d-qFz$ at depth $z$, up to $z=d/(qF)$. The WKB transmission is $e^{-S}$, with

$$S=\frac{2\sqrt{2m}}\hbar\int_0^{d/(qF)}\sqrt{d-qFz}\,dz=\frac{4\sqrt{2m}\,d^{3/2}}{3\hbar qF},$$

since the integral is $\frac23d^{3/2}/(qF)$. For an oxide mass $m=0.50\,m_0$ this is $S=48.3\,d^{3/2}$ with $d$ in eV. In this approximation the transmission falls to $1/e$ at $d=48.3^{-2/3}\approx0.075$ eV. The total energy is used here as the energy available for tunnelling, which is a simplification.

Above the barrier we set $W=1$. This neglects quantum reflection at the sharp interface, and the WKB formula is itself unreliable close to the top, where $S$ is not large. For the same sharp barrier these two steps overstate the mean transmission: the exact solution in Airy functions, with equal masses on both sides, gives a mean of about $2.3\times10^{-4}$ instead of the $3.7\times10^{-4}$ found below. Using the total energy also overstates it, whereas leaving out the image-force rounding of the barrier understates it. The numbers below therefore illustrate the counting statistics and do not predict a real oxide current. Averaging over the Maxwellian gives $\langle W\rangle=3.685\times10^{-4}$ and $\langle W^2\rangle=3.407\times10^{-4}$, so

$$N=100\left[\frac{3.407\times10^{-4}}{(3.685\times10^{-4})^2}-1\right]\approx2.51\times10^5 .$$

If each tunnelling event were instead decided by a random number, the score would be yes/no with probability $3.685\times10^{-4}$, and $2.71\times10^5$ electrons would be needed. The fractional score does better because $W^2\le W$ for $0\le W\le1$. The gain is small in this simplified model, but it is larger when many electrons have intermediate transmission probabilities. It is already a step beyond direct counting.

## How firmly is the tail itself known?

The sample count follows from $p$. The value of $p$ depends on the physical model, and a tail is sensitive. Differentiating the tail integral with respect to its lower limit, and using $d\ln x=-d\ln T_e$ at fixed $\Phi$, gives

$$\frac{d\ln p}{d\ln T_e}=\frac{x}{p}\,2\sqrt{\frac x\pi}\,e^{-x}\approx9.402\times\frac{2.855}{3.000}\approx8.9 .$$

A one percent change of $T_e$ thus changes $p$ by about nine percent, nearly the whole statistical error allowed.

The table changes one assumption at a time. The barrier and $T_e$ keep their values unless the row says otherwise, and each $N$ is for 10 percent error with yes/no scores.

| Change | $p$ | $N$ |
|---|---:|---:|
| None | $3.0\times10^{-4}$ | $3.3\times10^5$ |
| Image-force lowering | $6.4\times10^{-4}$ | $1.6\times10^5$ |
| Nonparabolic band | $1.3\times10^{-3}$ | $7.7\times10^4$ |
| Normal energy alone | $1.45\times10^{-5}$ | $6.9\times10^6$ |
| $T_e$ lower by 10% | $1.1\times10^{-4}$ | $9.0\times10^5$ |
| $T_e$ higher by 10% | $6.8\times10^{-4}$ | $1.5\times10^5$ |
| Lattice at 400 K | $7.1\times10^{-5}$ | $1.4\times10^6$ |

**Image force.** Treat the silicon as a perfect conductor, which somewhat overstates the image attraction. At distance $z$ into the oxide, the field and the image attraction lower the potential energy, in electron volts, by $Fz+q/(16\pi\epsilon z)$. This lowering is smallest at $z_m=\sqrt{q/(16\pi\epsilon F)}$, where the two terms are equal. The top of the barrier is therefore lowered by $2Fz_m=\sqrt{qF/(4\pi\epsilon)}$. With $F=1$ MV/cm and an optical relative permittivity of 2.1 this is 0.262 eV. For a dielectric silicon of relative permittivity 11.7 the image charge is smaller by the factor $(11.7-2.1)/(11.7+2.1)\approx0.70$; the lowering is then 0.218 eV and $p\approx5.6\times10^{-4}$.

**Nonparabolic band.** Let $E(1+\alpha E)=\hbar^2k^2/2m$. The number of states below $E$ grows as $k^3$, so the density of states is proportional to $\sqrt{E(1+\alpha E)}\,(1+2\alpha E)$, which favours high energies. With $\alpha=0.5$ eV$^{-1}$, $\alpha E$ is 1.55 at the barrier. The formula is then far from its low-energy origin, and the row shows a sensitivity, not a prediction. It keeps $T_e$ fixed, which also raises the mean energy. If the mean energy were kept fixed instead, $p$ would fall to about $1.4\times10^{-4}$.

**Normal energy.** If only motion perpendicular to the interface counts, the variable $s=p_n/\sqrt{2m_nkT_e}$ has density $e^{-s^2}/\sqrt\pi$, and the chance of $|s|>\sqrt x$ is $\mathrm{erfc}\sqrt x$. This counts electrons moving in either direction; only half of them move towards the oxide. Among the electrons that actually cross a plane towards the interface, each weighted by its normal velocity, the fraction is instead $\int_{\sqrt x}^\infty2s\,e^{-s^2}ds=e^{-x}\approx8.3\times10^{-5}$. The mass $m_n$ drops out when a principal axis of the energy ellipsoid lies along the normal. Conservation of parallel momentum between materials of different mass would give yet another criterion. The table thus shows that "above the barrier" and "able to enter the oxide" must not be treated as the same event.

**Lattice temperature.** Other things equal, a warmer lattice has more phonons to scatter the electrons. The row assumes, without derivation, that $T_e\propto1/(2n+1)$, where $n$ is the occupation of a phonon of energy 0.063 eV. From 300 to 400 K this multiplies $T_e$ by 0.862.

Degeneracy is small by comparison. At $10^{18}$ electrons per cm$^3$, with six valleys and masses 0.92 and 0.19 $m_0$, the occupation at the bottom of the band is $8.0\times10^{-4}$, and it falls with energy.

## The model beside a real transistor

The 3.1 eV barrier is a rough typical value for electrons at the silicon–oxide interface, and an electron temperature of a few thousand kelvin is a reasonable scale for a strongly heated drain region. The oxide field and electron density are moderate round values; the memory time is an assumption. The direction of the field is also an assumption: near the drain, when the drain voltage exceeds the gate voltage, the oxide field can instead push electrons back towards the silicon, and the tunnelling and image-force estimates above do not then apply. Real devices break the assumption of one uniform Maxwellian: the field varies over distances in which an electron gains much of its energy, and the drain voltage limits how much the field can supply. Even a 10 percent shift in the effective tail temperature moves the requirement between about 150,000 and 900,000 samples. At drain voltages well below 3 V, reaching the barrier requires energy from other sources, such as collisions between electrons. The Maxwellian estimate of $p$ is then unsuitable, and a hundredfold smaller $p$ would demand about a hundredfold more samples.

The figure of 330,000 is therefore firm for independent yes/no samples at $p=3\times10^{-4}$, but it is not a universal sample size for hot-carrier simulation. The values used here are listed in the numerical output below.

## Numbers as computed

```
tail probability p: 3.0e-04
target relative standard error: 10 %
required samples, smallest integer: 333234
small-p estimate 1/(p eps^2): 333333
expected hits: 99.97
relative error by binomial sum: 10.0000 %
chance within 10 % of p: 0.683
chance within 20 % of p: 0.954
samples for 5 % error: 1332934
barrier: 3.1 eV
barrier / kTe: 9.402
kTe: 0.3297 eV
electron temperature Te: 3826 K
Monte Carlo runs of full size: 200
Monte Carlo mean p: 2.989e-04
Monte Carlo relative scatter: 9.56 %
Monte Carlo fraction within 10 %: 0.745
oxide field: 1.0 MV/cm
oxide optical permittivity: 2.1
oxide tunnelling mass: 0.50 m0
image-force lowering: 0.262 eV
WKB coefficient: 48.30 eV^-1.5
tunnelling mean score: 3.685e-04
tunnelling mean squared score: 3.407e-04
tunnelling: samples 2.508e+05
tunnelling run scatter, predicted: 8.68 %
tunnelling run scatter, observed: 8.34 %
nonparabolicity: 0.5 1/eV
image force: p 6.38e-04, samples 1.57e+05
nonparabolic band: p 1.30e-03, samples 7.70e+04
normal energy only: p 1.45e-05, samples 6.91e+06
Te lower by 10 %: p 1.11e-04, samples 9.03e+05
Te higher by 10 %: p 6.76e-04, samples 1.48e+05
lattice at 400 K: p 7.08e-05, samples 1.41e+06
phonon energy: 0.063 eV
assumed Te ratio, 400 K to 300 K: 0.862
electron density: 1e+18 cm^-3
silicon masses: 0.92 and 0.19 m0
band-bottom occupation: 8.0e-04
snapshot interval: 0.02 ps
assumed memory time: 0.05 ps
snapshot correlation rho: 0.670
variance inflation: 5.07
correlated snapshots needed: 1.69e+06
```
